# Why an Ultrathin Polar Film Absorbs Infrared Light Near Its LO Frequency

## Question

A polar oxide film 5 nm thick lies on a gold mirror. Infrared light with a wavelength some three thousand times the film thickness strikes it obliquely. In the bulk of such an oxide, transverse light excites the transverse optical (TO) phonon and does not couple to the longitudinal optical (LO) phonon. Yet the film on the mirror absorbs p-polarised light near the LO frequency and hardly at all near the TO frequency. Why, and how much?

## Answer: the mechanism

Let $z$ point from the vacuum into the film, which fills $0<z<d$, and let the plane of incidence be $xz$. Fields vary as $e^{i(k_xx-\omega t)}$, with $k_x=k_0\sin\theta$, $k_0=\omega/c$ and $\theta$ measured from the normal. The film is uniform and local, with permittivity $\varepsilon(\omega)$. With this time factor, loss means $\mathrm{Im}\,\varepsilon>0$.

No free charge sits on the face between vacuum and film, so Gauss's law makes the normal displacement continuous there. Across a thin film $D_z$ hardly changes; on a mirror it ends on a sheet of charge in the metal surface. At the vacuum face:

$$\varepsilon_0E_z^{\rm out}=\varepsilon_0\varepsilon E_z^{\rm in}
\quad\Rightarrow\quad E_z^{\rm in}=\frac{E_z^{\rm out}}{\varepsilon}.$$

Light with an electric component along the normal therefore imposes $D_z$ on the film, not $E_z$. This changes the frequency at which the ions resonate. Let $P$ be the ionic polarisation along $z$ and let $\varepsilon_\infty$ describe the fast electronic response. The ions obey

$$\ddot P+\gamma\dot P+\omega_{TO}^2P=\varepsilon_0S\,E_z^{\rm in},
\qquad D_z=\varepsilon_0\varepsilon_\infty E_z^{\rm in}+P .$$

Solving the second relation for the field gives $E_z^{\rm in}=(D_z-P)/(\varepsilon_0\varepsilon_\infty)$. Its $-P$ term is the field of the bound charges on the two faces, and it opposes the displacement. Inserting it and moving that term to the left gives

$$\ddot P+\gamma\dot P+\left(\omega_{TO}^2+\frac{S}{\varepsilon_\infty}\right)P=\frac{S}{\varepsilon_\infty}D_z .$$

The surface charges stiffen the oscillator. To identify the new frequency, solve the first equation of motion at frequency $\omega$, which gives

$$\varepsilon=\varepsilon_\infty+\frac{S}{\omega_{TO}^2-\omega^2-i\gamma\omega}.$$

At $\omega=0$ this is the static permittivity $\varepsilon_s$, so $S=(\varepsilon_s-\varepsilon_\infty)\omega_{TO}^2$. The stiffened frequency is then

$$\omega_{LO}^2=\omega_{TO}^2+\frac{S}{\varepsilon_\infty}=\omega_{TO}^2\frac{\varepsilon_s}{\varepsilon_\infty}.$$

Putting $\varepsilon$ over a common denominator gives

$$\varepsilon=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2-i\gamma\omega}{\omega_{TO}^2-\omega^2-i\gamma\omega},$$

so without damping $\varepsilon$ vanishes at $\omega_{LO}$, which is the condition for a bulk longitudinal phonon. The light has not become longitudinal. The charges on two closely spaced faces supply the same restoring field that a longitudinal phonon supplies for itself in the bulk.

## From the field to the absorbed power

A large field alone is not absorption. The total polarisation $\varepsilon_0(\varepsilon-1)\mathbf E$ carries the current $\mathbf J=-i\omega\varepsilon_0(\varepsilon-1)\mathbf E$, and the mean power per volume is

$$\tfrac12\mathrm{Re}(\mathbf E^*\!\cdot\mathbf J)=\tfrac12\omega\varepsilon_0\,\mathrm{Im}\,\varepsilon\,|\mathbf E|^2 .$$

For the normal component, $|E_z^{\rm in}|^2=|D_z/\varepsilon_0|^2/|\varepsilon|^2$. Since $-1/\varepsilon=-\varepsilon^*/|\varepsilon|^2$, we have $\mathrm{Im}\,\varepsilon/|\varepsilon|^2=\mathrm{Im}(-1/\varepsilon)$. If the fields $E_x$ and $D_z$ are nearly uniform across the film, the power per area is

$$W=\tfrac12\omega\varepsilon_0d\left[\mathrm{Im}\,\varepsilon\,|E_x|^2+\mathrm{Im}\!\left(-\frac1\varepsilon\right)\left|\frac{D_z}{\varepsilon_0}\right|^2\right].$$

The two terms have different resonances. The tangential field is continuous, so its loss follows $\mathrm{Im}\,\varepsilon$ and peaks near $\omega_{TO}$. The normal loss follows $\mathrm{Im}(-1/\varepsilon)$ and, for weak damping, peaks near $\omega_{LO}$.

**Free-standing film.** To first order in $d$, the film sees the incident wave unchanged: $|E_x|=E_0\cos\theta$ and $|D_z|/\varepsilon_0=E_0\sin\theta$. The incident power per area of surface is $\frac12\varepsilon_0cE_0^2\cos\theta$. Division gives

$$A_{\rm free}=k_0d\left[\cos\theta\,\mathrm{Im}\,\varepsilon+\frac{\sin^2\theta}{\cos\theta}\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)\right].$$

Such a film absorbs at both frequencies. At normal incidence, or for s-polarisation, there is no normal field and the LO term is absent.

**Film on an ideal mirror.** The mirror forces $E_x$ to zero and doubles the normal field outside. The first term drops out and the second is multiplied by four:

$$A_{\rm mirror}\simeq4k_0d\,\frac{\sin^2\theta}{\cos\theta}\,\mathrm{Im}\!\left(-\frac1\varepsilon\right).$$

This is why, to this order, the mirror strengthens the LO line and removes the TO line that the free-standing film shows.

The line shape follows from the oscillator. Write $L=\omega_{LO}^2-\omega_{TO}^2$. Subtracting and adding $\omega_{LO}^2$ in the numerator of $1/\varepsilon$ gives

$$\frac1\varepsilon=\frac1{\varepsilon_\infty}\left[1-\frac{L}{\omega_{LO}^2-\omega^2-i\gamma\omega}\right].$$

Take the imaginary part of $-1/\varepsilon$, multiply by the $\omega$ contained in $k_0$, and divide numerator and denominator by $\omega^2$:

$$\omega\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)=\frac{L}{\varepsilon_\infty}\frac{\gamma}{\Delta^2+\gamma^2},
\qquad \Delta=\frac{\omega_{LO}^2}{\omega}-\omega .$$

In this model and at first order in $d$, the mirror absorption peaks at $\Delta=0$, that is at $\omega_{LO}$. Half maximum lies at $\Delta=\pm\gamma$, or $\omega^2\pm\gamma\omega-\omega_{LO}^2=0$. The positive roots are $\mp\gamma/2+\sqrt{\omega_{LO}^2+\gamma^2/4}$, and they differ by $\gamma$, the full width.

## What the film does to its own driving field

The first-order result grows without limit as $d$ increases, so it must fail. To find where, define $h=H_y\sqrt{\mu_0/\varepsilon_0}$, which has the units of an electric field. The $z$ component of Ampère's law gives $E_z=-(\sin\theta/\varepsilon)h$. Faraday's law and the $x$ component of Ampère's law then read

$$\partial_zE_x=ik_0\left(1-\frac{\sin^2\theta}{\varepsilon}\right)h,\qquad
\partial_zh=ik_0\varepsilon E_x .$$

At the mirror $E_x(d)=0$. Inside the film $E_x$ is then of first order in $d$, so $h$ changes only at second order and may be held constant. Integrating the first equation from $0$ to $d$ gives $E_x(0)=Zh$, with

$$Z=-ik_0d\left(1-\frac{\sin^2\theta}{\varepsilon}\right).$$

Let $\rho$ be the reflection coefficient for $h$. The reflected wave has reversed $z$ propagation, so its $E_x$ has the opposite sign relative to $h$. At the top face

$$h=(1+\rho)E_0,\qquad E_x=(1-\rho)E_0\cos\theta .$$

With $\zeta=Z/\cos\theta$, the ratio of these fields gives $\zeta=(1-\rho)/(1+\rho)$, hence

$$\rho=\frac{1-\zeta}{1+\zeta},\qquad
A=1-|\rho|^2=\frac{|1+\zeta|^2-|1-\zeta|^2}{|1+\zeta|^2}=\frac{4\,\mathrm{Re}\,\zeta}{|1+\zeta|^2}.$$

The numerator is the first-order absorption. The denominator is the film's reaction on its drive, since $h=2E_0/(1+\zeta)$.

Now insert $1/\varepsilon$. The part without a resonance is $-i\beta$, with $\beta=k_0d(1-\sin^2\theta/\varepsilon_\infty)/\cos\theta$. The rest is

$$-\frac{i\gamma_r}{\Delta-i\gamma}=\frac{\gamma_r}{\gamma+i\Delta},
\qquad \gamma_r=\frac{d\,\sin^2\theta\,(\omega_{LO}^2-\omega_{TO}^2)}{c\,\varepsilon_\infty\cos\theta}.$$

For $\beta\ll1$ we drop $-i\beta$. Then $\mathrm{Re}\,\zeta=\gamma\gamma_r/(\gamma^2+\Delta^2)$ and $1+\zeta=(\gamma+\gamma_r+i\Delta)/(\gamma+i\Delta)$, so

$$A=\frac{4\gamma\gamma_r}{\Delta^2+(\gamma+\gamma_r)^2},\qquad
\rho=\frac{\gamma-\gamma_r+i\Delta}{\gamma+\gamma_r+i\Delta}.$$

The full width is now $\gamma+\gamma_r$. If $\gamma=0$, absorption vanishes but the reflected phase still turns through a resonance of width $\gamma_r$. Thus $\gamma_r$ measures re-emission into the reflected beam. Absorption is linear in $d$ while $\gamma_r\ll\gamma$. At $\gamma_r=\gamma$ and $\Delta=0$ the reflected amplitude vanishes in this approximation, and a thicker film absorbs less at $\omega_{LO}$.

## The numbers

Take a model oxide with $\varepsilon_\infty=3$, $\varepsilon_s=6.75$, a TO wavenumber of 400 cm$^{-1}$ and damping of 20 cm$^{-1}$. Let $d=5$ nm and $\theta=75^\circ$. The LO wavenumber is

$$400\sqrt{6.75/3}=600\ {\rm cm^{-1}}\quad(74.4\ {\rm meV}).$$

The internal field and the loss at the two phonon frequencies are:

| | TO | LO |
|---|---:|---:|
| $\mathrm{Im}\,\varepsilon$ | 75.0 | 0.179 |
| $\lvert E_z^{\rm in}/E_z^{\rm out}\rvert$ | 0.0133 | 5.57 |
| $\mathrm{Im}(-1/\varepsilon)$ | 0.0133 | 5.56 |

At the TO frequency the material is very lossy, but its permittivity screens out the normal field. At the LO frequency it is only weakly lossy, but the internal field is 5.57 times the outside field. The product $0.1794\times5.566^2\approx5.56$ decides the matter.

At the LO frequency $k_0d=1.885\times10^{-3}$, and $\sin^2\theta/\cos\theta=3.605$. The first-order mirror formula gives

$$A\simeq4(1.885\times10^{-3})(3.605)(5.556)=15.1\,\%.$$

For the back-action, convert $\gamma_r$ to a wavenumber by dividing by $2\pi c$:

$$\frac{\gamma_r}{2\pi c}=\frac{2\pi(5\times10^{-7}\,{\rm cm})(3.605)(600^2-400^2)\,{\rm cm^{-2}}}{3}=0.755\ {\rm cm^{-1}},$$

$$A=\frac{4(20)(0.755)}{(20.755)^2}=14.0\,\%.$$

A full solution, which matches plane waves at both faces and integrates the loss through the film, also gives 14.0 %. Between 540 and 660 cm$^{-1}$ the closed formula differs from it by at most $2.0\times10^{-4}$ of the absorption. At the TO frequency the full solution gives 0.024 % on the ideal mirror. Without a mirror, the same film absorbs 3.65 % at the LO frequency and 2.39 % at the TO frequency.

The cause can be tested by changing the film. On the ideal mirror at 600 cm$^{-1}$, a film with the phonon resonance only in its normal response still absorbs 14.0 %. If the resonance is only in the in-plane response, absorption falls to $2.9\times10^{-7}$ %. For a free-standing isotropic film, the computed absorption falls steadily from 550 to 650 cm$^{-1}$ both for s-polarised light at $75^\circ$ and at normal incidence. Neither spectrum has an LO maximum.

The condition $\gamma_r=\gamma$ gives a critical thickness of $5(20/0.755)=132$ nm. The full solution at the LO frequency has its maximum at 131 nm, with 99.6 % absorbed. The small shortfall comes from $\beta$. At 132 nm, $\beta=b=0.133$. For other thicknesses put $a=\gamma_r/\gamma$, so that $\zeta=a-iba$ and

$$A=\frac{4a}{(1+a)^2+b^2a^2}.$$

Setting the derivative to zero gives $a=1/\sqrt{1+b^2}=0.991$ and $A=2a/(1+a)=99.6\,\%$.

## Gold in place of the ideal mirror

Gold allows a small tangential field. A wave decaying into a metal of permittivity $\varepsilon_m$ has $E_x/h=Z_s=\sqrt{\varepsilon_m-\sin^2\theta}/\varepsilon_m\simeq1/\sqrt{\varepsilon_m}$. By $\partial_zh=ik_0\varepsilon E_x$, this tangential field changes $h$ across the film by a fraction of about $k_0d|\varepsilon Z_s|$. At the LO frequency $|\varepsilon|$ is small and the fraction is only about $3\times10^{-6}$ for the gold described below, so $h$ may still be held constant there. Integrating $\partial_zE_x$ through the film now starts from $Z_sh$ instead of zero, so the impedances add. The power entering the surface is proportional to $\mathrm{Re}(E_xh^*)=\mathrm{Re}(Z+Z_s)|h|^2$, and its two parts belong to film and metal:

$$A_{\rm film}=\frac{4\,\mathrm{Re}\,Z/\cos\theta}{|1+(Z+Z_s)/\cos\theta|^2},\qquad
A_{\rm gold}=\frac{4\,\mathrm{Re}\,Z_s/\cos\theta}{|1+(Z+Z_s)/\cos\theta|^2}.$$

A Drude model with rough typical values, plasma energy 9 eV and damping 0.07 eV, gives $\varepsilon_m=-7762+7305i$ at 600 cm$^{-1}$. Thus $Z_s\approx0.0036-0.0090i$. The full solution puts 13.6 % of the incident power into the film and 5.0 % into the gold. The gold's share depends on the assumed damping: with 9.03 eV and 0.027 eV it is 2.1 %, the film takes 13.9 % and bare gold reflects 97.8 %, while the relative drop in reflectance stays at 14.0 %. With the first set of values, reflectance falls from 94.6 % for bare gold to 81.4 %, a relative drop of 14.0 %.

This drop nearly equals the ideal-mirror absorption for a reason. With $\zeta_s=Z_s/\cos\theta$, differentiating $\ln[(1-\zeta)/(1+\zeta)]$ gives $-2/(1-\zeta^2)$. To first order in the film, the logarithm of the reflectance therefore changes by $-4\,\mathrm{Re}[\zeta/(1-\zeta_s^2)]$, where $\zeta$ is the film's own contribution. With $h$ held constant across the film, gold corrects this only through $\zeta_s^2$, whose magnitude here is about 0.001.

Gold suppresses the TO line but does not remove it. The tangential field $E_x\approx2Z_sE_0$ adds $4k_0d\,\mathrm{Im}\,\varepsilon\,|Z_s|^2/\cos\theta$ to the film absorption. At 400 cm$^{-1}$, where $|\varepsilon_m|\approx1.9\times10^4$, this is about 0.008 %. The film's own small contribution to $E_x$ raises this to about 0.009 %. The film then absorbs about 0.032 % in all, some 400 times less than at the LO frequency. About three quarters of this is normal-field loss, the tail of the LO line, and the TO line is only a slight bump on that tail.

The ideal mirror fails nearer grazing incidence. It predicts $\gamma_r=\gamma$ for the 5 nm film at about $89.4^\circ$, where $\cos\theta\approx0.0105$. There $|Z_s|/\cos\theta$ is about 0.9, and gold can no longer be treated as a small correction.

## How the model compares with a deposited film

Atomic layer deposition can produce a film 5 nm thick, and grazing reflection from gold can be used to examine it. The least secure assumption is a single phonon with 20 cm$^{-1}$ damping. A deposited oxide that is amorphous or finely crystalline can have broader bands. With 100 cm$^{-1}$ damping and all else fixed, film absorption on gold at 600 cm$^{-1}$ falls from 13.6 % to 2.9 %.

Other changes are smaller but not all negligible. At fixed thickness, the absorption is 10.0 % at $70^\circ$ and 20.0 % at $80^\circ$, so a converging beam must be averaged over angle. If 0.5 nm of the film is nonpolar, the remaining 4.5 nm absorbs 12.4 %; this estimate ignores the nonpolar layer's own small phase. If the LO phonon decays into two phonons of half its energy, heating from 300 to 500 K multiplies the damping by the ratio of $1+2n$, where $n$ is their thermal occupation. Damping then rises to 30.3 cm$^{-1}$ and absorption falls to 9.2 %, with the phonon frequencies held fixed.

The local permittivity also ignores phonon dispersion. For a cosine-shaped branch that drops by 100 cm$^{-1}$ across the zone, a 0.4 nm cell and a phonon wavenumber $\pi/d$, the downward shift of the lowest confined mode is about 1.6 cm$^{-1}$, well inside the linewidth. That wavenumber assumes that the optical displacement vanishes at both faces. In that case the lowest mode of a chain of 12 or 13 cells holds only about 81 to 82 % of the strength, the rest lies in modes shifted further down, and the peak absorption on gold falls from 13.6 % to about 11.8 to 11.9 %. If the clamps sit one cell outside the film, the figures are 87 % and about 12.5 %. Free ends do not in general restore the local result: in a nearest-neighbour chain of two kinds of ion whose optical branch drops by the same 100 cm$^{-1}$, the end ions have only one bond, the top mode holds about 81 % of the strength, and the peak is about 12 %. In these chain models dispersion hardly moves the line but lowers its peak by roughly a tenth. Linear response is a safe assumption at 1 W/cm$^2$. This intensity produces a normal field of $2.8\times10^{-4}$ MV/cm, or $2.8\times10^4$ V/m, in the film. The ionic polarisation $\varepsilon_0|\varepsilon-\varepsilon_\infty||E_z^{\rm in}|$ is then about $7\times10^{-7}$ C/m$^2$. If one elementary charge moves in each cubic cell of side 0.4 nm, the displacement is about $3\times10^{-16}$ m, roughly a millionth of the cell. This errs on the large side: the strength is $S=nq^2/(\varepsilon_0\mu)$ for $n$ cells per volume, and with a reduced mass $\mu$ of 10 u the model's $S$ needs a charge $q$ of about $2.8e$, which gives about $1\times10^{-16}$ m.

The numerical output below lists the inputs and the main results.

## Calculated quantities

```
eps_inf, eps_static: 3.0, 6.75
TO wavenumber, damping: 400, 20 cm^-1
thickness: 5.0 nm; angle: 75 deg
LO wavenumber: 600.00 cm^-1 = 74.39 meV
k0 d at LO: 1.8850e-03
eps at LO: 0.0108 + 0.1794 i
eps at TO: 3.000 + 75.000 i
|Ez in/Ez out| at LO: 5.566; at TO: 0.01332
Im(-1/eps) at LO: 5.556
Im(-1/eps) at TO: 0.01331
weak-coupling line: peak 600.00, width 20.00 cm^-1
free-standing absorption at LO: 3.65 %
free-standing absorption at TO: 2.39 %
ideal mirror, first order, at LO: 15.10 %
ideal mirror, full solution, at LO: 14.02 %
ideal mirror, closed formula: 14.02 %
ideal mirror, full solution, at TO: 0.0242 %
largest relative formula error, 5 nm: 2.0e-04
radiative width: 0.755 cm^-1
ideal-mirror full width: 20.76 cm^-1
critical thickness, formula: 132.4 nm
critical thickness, full solution: 131.4 nm
absorption at critical thickness: 99.56 %
resonance only along normal, at LO: 14.02 %
resonance only in plane, at LO: 2.94e-07 %
gold plasma energy, damping: 9.0, 0.07 eV
gold eps at LO: -7762 + 7305 i
film absorption on gold at LO: 13.64 %
gold absorption under film: 4.98 %
bare gold absorption: 5.36 %
reflectance, bare gold: 94.64 %
reflectance, film on gold: 81.38 %
relative reflectance drop: 14.01 %
film line on gold: 600.01, width 20.74 cm^-1
film on gold at 70 deg: 10.04 %
film on gold at 80 deg: 20.03 %
film on gold, damping 100 cm^-1: 2.89 %
film on gold, 4.5 nm polar part: 12.36 %
damping scaled from 300 K to 500 K: 30.3 cm^-1
film on gold, 500 K damping: 9.22 %
assumed LO branch drop: 100 cm^-1; cell: 0.4 nm
LO dispersion shift estimate: 1.57 cm^-1
intensity: 1 W/cm2; film field: 2.80e-04 MV/cm
```
